# How a smooth energy error shifts equilibrium volume and bulk modulus

**Theorem.** Let \(E(V)\) be a reference energy per atom with a minimum at volume \(V_0\), bulk modulus \(B_0>0\) and pressure derivative \(B_0'=dB/dP\) there. Let another calculation give \(E(V)+D(V)\), where \(D\) is a small, smooth error. To first order in \(D\), the equilibrium volume and the bulk modulus at equilibrium shift by

\[
\frac{\Delta V}{V_0}=-\frac{D'}{B_0},\qquad
\Delta B=V_0D''+B_0'D'. \tag{1}
\]

Here \(D'\) and \(D''\) are the first and second volume derivatives of \(D\) at \(V_0\). The prime on \(B_0'\) denotes a pressure derivative.

In a pseudopotential test, \(E\) is the all-electron curve and \(E+D\) the pseudopotential curve, both with the same density functional and the same treatment of relativity. If both calculations are numerically converged, the volume dependence of \(D\) measures the error of the pseudopotential, and says nothing about the error of the functional. The pseudopotential energy lacks the energy of the isolated cores, a large constant, but a constant has no volume derivative and drops out of (1).

## Assumptions and conventions

The solid is cubic and static, at zero temperature, and any free internal coordinates are relaxed at each volume, so that its energy is a function of volume alone. Pressure and bulk modulus are defined by

\[
P=-\frac{dE}{dV},\qquad B=-V\frac{dP}{dV}=V\frac{d^2E}{dV^2}. \tag{2}
\]

At the reference minimum, \(E'(V_0)=0\) and \(E''(V_0)=B_0/V_0\). Each bulk modulus in \(\Delta B\) is taken at the zero-pressure volume of its own curve.

To keep track of orders, write the perturbed curve as \(E+\lambda D\); the actual calculation has \(\lambda=1\). Near \(V_0\), let \(E\) have four continuous derivatives and \(D\) three. "First order" then means that the remainder is of order \(\lambda^2\). Two dimensionless numbers describe the error:

\[
u=-\frac{D'}{B_0},\qquad w=\frac{V_0D''}{B_0}. \tag{3}
\]

The first compares the error in pressure, \(-D'\), with the bulk modulus. The second compares the error in curvature with the reference curvature.

## Lemma 1: what the pressure derivative says about volume

**Lemma 1.** On the reference curve at \(V_0\),

\[
\frac{dB}{dV}=-\frac{B_0B_0'}{V_0},\qquad
E'''(V_0)=-(1+B_0')\frac{B_0}{V_0^2}. \tag{4}
\]

**Proof.** By (2), \(dP/dV=-B/V\). The chain rule gives

\[
\frac{dB}{dV}=\frac{dB}{dP}\,\frac{dP}{dV}=B_0'\left(-\frac{B_0}{V_0}\right),
\]

which is the first formula. Differentiating \(B=VE''\) directly gives \(dB/dV=E''+VE'''\). Equating the two expressions at \(V_0\),

\[
\frac{B_0}{V_0}+V_0E'''(V_0)=-\frac{B_0B_0'}{V_0}.
\]

Subtracting \(B_0/V_0\) and dividing by \(V_0\) gives the second formula. ∎

For positive \(B_0'\), the reference solid softens as it expands. This is how a volume error becomes a modulus error.

## Lemma 2: the new equilibrium volume

**Lemma 2.** For small \(\lambda\) there is one stationary point \(V_1\) near \(V_0\). It is a minimum, and \(x=(V_1-V_0)/V_0\) obeys

\[
x=\lambda u+\lambda^2\left[\tfrac12(1+B_0')u^2-wu\right]+O(\lambda^3). \tag{5}
\]

**Proof.** The stationary point solves \(E'(V)+\lambda D'(V)=0\). At \(\lambda=0\) the solution is \(V_0\), and the left side has the nonzero slope \(E''(V_0)=B_0/V_0\). The implicit function theorem therefore gives a unique nearby solution that moves smoothly with \(\lambda\), so \(x=O(\lambda)\). The second derivative stays positive by continuity, so the point is a minimum.

Now expand both terms about \(V_0\), using \(V_1-V_0=V_0x\) and (4):

\[
E'(V_1)=\frac{B_0}{V_0}V_0x+\frac12E'''(V_0)V_0^2x^2+O(x^3)
=B_0x-\tfrac12(1+B_0')B_0x^2+O(x^3),
\]

\[
\lambda D'(V_1)=\lambda D'+\lambda D''V_0x+O(\lambda x^2)
=-\lambda B_0u+\lambda B_0wx+O(\lambda x^2).
\]

Their sum vanishes. Division by \(B_0\) gives

\[
x-\tfrac12(1+B_0')x^2-\lambda u+\lambda wx=O(\lambda^3).
\]

At first order, \(x=\lambda u\). Inserting this in the two terms that are already of second order gives \(x=\lambda u+\tfrac12(1+B_0')\lambda^2u^2-\lambda^2wu\), which is (5). ∎

## Proof of the theorem

The first term of (5) at \(\lambda=1\) is the volume shift in (1). The new bulk modulus is the curvature of the whole perturbed curve at its own minimum, multiplied by the new volume:

\[
B_1=V_1E''(V_1)+\lambda V_1D''(V_1). \tag{6}
\]

The first term is the reference modulus read at the displaced volume. By Lemma 1,

\[
V_1E''(V_1)=B_0-\frac{B_0B_0'}{V_0}V_0x+O(x^2)
=B_0-\lambda B_0B_0'u+O(\lambda^2)
=B_0+\lambda B_0'D'+O(\lambda^2),
\]

where the last step uses \(B_0u=-D'\). The second term of (6) already carries a factor \(\lambda\), so the rest of it may be evaluated at \(V_0\), leaving \(\lambda V_0D''+O(\lambda^2)\). Adding the two and subtracting \(B_0\) gives

\[
\Delta B=\lambda\left(V_0D''+B_0'D'\right)+O(\lambda^2),
\]

which is (1) at \(\lambda=1\). ∎

## Remarks on meaning and validity

**Two parts of the modulus error.** The curvature part \(V_0D''\) is the difference between the second derivatives of the two curves at the common volume \(V_0\), multiplied by \(V_0\). The relocation part \(B_0'D'\) arises because the perturbed solid settles at another volume. If \(D'<0\), the error acts as an outward pressure: the solid expands and, for \(B_0'>0\), the relocation part softens it.

**A linear error.** Let \(D=cV\), with constant \(c\). Minimizing \(E+cV\) requires \(-E'=c\), so the solid sits where the reference solid would sit under pressure \(c\). Its modulus is the reference modulus at that pressure, \(B_0+B_0'c\) to first order. Equation (1) gives the same, since \(D'=c\) and \(D''=0\).

**An error with zero slope.** If \(D'=0\), then \(V_0\) remains stationary at any strength. As long as the total curvature there stays positive, \(V_0\) is a local minimum, and the modulus there differs from \(B_0\) by \(V_0D''\) without further corrections. A strong error can create a lower minimum elsewhere before this curvature vanishes; the formula then describes only the metastable solid at \(V_0\).

**Reading a test backwards.** Solving (1) for the derivatives gives

\[
D'=-B_0\frac{\Delta V}{V_0},\qquad
V_0D''=\Delta B+B_0B_0'\frac{\Delta V}{V_0}.
\]

A correct bulk modulus therefore does not imply a correct curvature: the two parts of \(\Delta B\) may cancel. The volume and modulus errors have to be read together.

**When first order suffices.** In (5), the second-order term is small beside the first when \(|w|\) and \(\tfrac12(1+B_0')|u|\) are small compared with one. For the modulus, the change of \(D''\) between the two minima is also neglected. It alters the curvature part by about \(V_0D'''\,\Delta V\), and the factor \(V_1\) in (6) adds \(D''\,\Delta V\). The relocation part gains \(\tfrac12(d^2B/dV^2)\,\Delta V^2\) and the effect of the second-order term in (5). Each of these four terms should be small compared with \(|\Delta B|\). The second-order term of \(\Delta B\) contains \(D'''\) and, through the curvature of \(B(V)\), the fourth derivative of \(E\). It cannot be found from the data in (1). If the two first-order parts nearly cancel, this unknown term may be a large fraction of the small \(\Delta B\) that remains. A soft solid is more exposed, because a given \(D'\) produces a larger \(u\) when \(B_0\) is small.

## Application: an error from neighbouring atoms

Suppose that the pseudopotential misrepresents the interaction of nearest neighbours by an energy that decays exponentially with their distance \(d\), and that errors of more distant pairs are left out. This is a model error, chosen to show how its range matters. In an fcc crystal with cube edge \(a\), there are four atoms per cube, so \(a^3=4V\), and \(d=a/\sqrt2\). Hence \(d^3=4V/(2\sqrt2)=\sqrt2\,V\). Each atom has twelve neighbours, and each pair is shared by two atoms, which leaves six pairs per atom:

\[
D(V)=6A\,e^{-(d-d_0)/l},\qquad d=(\sqrt2\,V)^{1/3}. \tag{7}
\]

Here \(A\) is the error per pair at the reference distance \(d_0=d(V_0)\), and \(l\) is the decay length. Since \(d\propto V^{1/3}\),

\[
\frac{dd}{dV}=\frac{d}{3V},\qquad
\frac{d^2d}{dV^2}=\frac{d}{9V^2}-\frac{d}{3V^2}=-\frac{2d}{9V^2}.
\]

The derivatives of the exponential at \(V_0\) are then

\[
D'=-\frac{6A}{l}\,\frac{d_0}{3V_0}=-\frac{2Ad_0}{V_0l},
\]

\[
D''=6A\left[\frac{1}{l^2}\frac{d_0^2}{9V_0^2}+\frac1l\frac{2d_0}{9V_0^2}\right]
=\frac{2Ad_0}{3V_0^2l}\left(\frac{d_0}{l}+2\right).
\]

Comparison of the two shows that \(V_0D''=-D'(d_0/l+2)/3\). The theorem becomes

\[
\Delta B=-D'\left[\frac{d_0}{3l}+\frac23-B_0'\right]. \tag{8}
\]

For \(A>0\), \(-D'\) is positive and the volume grows at first order. The sign of \(\Delta B\) depends on the range. For \(B_0'>2/3\), the bracket vanishes at

\[
l_c=\frac{d_0}{3B_0'-2}. \tag{9}
\]

At first order and for \(A>0\), a longer-ranged error softens the solid, because relocation prevails, and a shorter-ranged one stiffens it, because its curvature prevails. For \(A<0\) both signs are reversed.

## Numbers for a model solid

Take \(V_0=20\) Å\(^3\) per atom, \(B_0=100\) GPa, \(B_0'=4.5\), \(A=2\) meV and \(l=0.4\) Å. Then \(d_0=(20\sqrt2)^{1/3}=3.0468\) Å, and

\[
D'=-\frac{2(2.0)(3.0468)}{20(0.4)}=-1.5234\ \text{meV/Å}^3.
\]

With 1 eV/Å\(^3\) = 160.218 GPa, this is \(-0.2441\) GPa. The formula for \(D''\) gives 0.2442 meV/Å\(^6\), so \(V_0D''=0.7824\) GPa. Therefore

\[
\frac{\Delta V}{V_0}=\frac{0.2441}{100}=0.244\%,\qquad
\Delta V=0.0488\ \text{Å}^3,
\]

\[
\Delta B=0.7824+4.5(-0.2441)=0.7824-1.0984=-0.316\ \text{GPa}.
\]

Because \(a\propto V^{1/3}\), the lattice constant grows by one third of the relative volume shift, 0.081%. The error energy at \(V_0\) is \(6A=12\) meV per atom. This value does not itself appear in (1), and adding a constant to \(D\) would change neither shift; in this model, however, \(D'\) and \(D''\) are proportional to \(A\), and so are both first-order shifts. The perturbed solid is softer at equilibrium although its curve is more strongly bent at \(V_0\).

For comparison with a direct minimization, the reference needs a full curve. Two choices with the same \(V_0\), \(B_0\) and \(B_0'\) are the Birch–Murnaghan and Vinet forms,

\[
E_{\rm BM}=\frac{9V_0B_0}{16}\left[2t^2+(B_0'-4)t^3\right],\quad
t=\left(\frac{V_0}{V}\right)^{2/3}-1,
\]

\[
E_{\rm Vi}=\frac{9V_0B_0}{\eta^2}\left[1-(1-z)e^z\right],\quad
z=\eta\left[1-\left(\frac{V}{V_0}\right)^{1/3}\right],\quad
\eta=\tfrac32(B_0'-1).
\]

To see that they share these parameters, put \(V=V_0(1+x)\). For the first, \(t=-\tfrac23x+\tfrac59x^2+\dots\), so \(t^2=\tfrac49x^2-\tfrac{20}{27}x^3+\dots\) and \(t^3=-\tfrac8{27}x^3+\dots\). For the second, the bracket is \(z^2/2+z^3/3+\dots\), with \(z=\eta(-x/3+x^2/9+\dots)\). Both energies become

\[
V_0B_0\left[\tfrac12x^2-\tfrac16(1+B_0')x^3+\dots\right],
\]

in agreement with Lemma 1. They may differ from fourth order on.

The minimum of \(E+D\) was found as a numerical root of its volume derivative, and the modulus was obtained by numerical differentiation there. Both reference curves give \(\Delta V=0.04876\) Å\(^3\), against 0.04882 Å\(^3\) at first order. The modulus shifts are \(-0.3143\) GPa for Birch–Murnaghan and \(-0.3150\) GPa for Vinet. The first-order value, \(-0.3159\) GPa, differs from the former by 0.5% of that directly computed shift. This agreement is helped by a partial cancellation, which another form of error need not show. The Birch–Murnaghan reference modulus read at the displaced volume falls by 1.0912 GPa rather than 1.0984 GPa, and the curvature part there is 0.77685 GPa rather than 0.78244 GPa. The two corrections, \(+0.0072\) and \(-0.0056\) GPa, have opposite signs. The first is made of \(+0.0060\) GPa from the curvature of \(B(V)\) and \(+0.0012\) GPa from the second-order volume shift. The second is made of \(V_0D'''\,\Delta V=-0.0075\) GPa and \(D''\,\Delta V=+0.0019\) GPa.

The close agreement in volume is helped by a partial cancellation in (5). With \(w=0.7824\%\), the two second-order terms are \(-wu=-1.91\times10^{-5}\) and \(\tfrac12(1+B_0')u^2=1.64\times10^{-5}\). Their sum lowers \(\Delta V\) by about 0.00005 Å\(^3\), which accounts for the difference.

**A shorter range.** Equation (9) gives \(l_c=3.0468/11.5=0.265\) Å. Halving \(l\) to 0.2 Å at the same \(A\) therefore crosses to the stiffening side. It doubles \(-D'\) to 0.488 GPa, and (8) gives

\[
\Delta B=0.488\,(5.078+0.667-4.5)=0.608\ \text{GPa}.
\]

Direct minimization with the Birch–Murnaghan reference gives 0.590 GPa. For the volume, first order gives 0.0976 Å\(^3\) and direct minimization 0.0962 Å\(^3\). The sign change is confirmed, but first order is now about 3% too large for \(\Delta B\), relative to the direct shift.

## Remark: obtaining the derivatives from three volumes

In practice \(D\) is known as a difference of computed energies. Let \(D_-,D_0,D_+\) be its values at \(V_0(1-h),V_0,V_0(1+h)\). Adding and subtracting the Taylor expansions of \(D_\pm\) gives

\[
D'\approx\frac{D_+-D_-}{2hV_0},\qquad
D''\approx\frac{D_+-2D_0+D_-}{h^2V_0^2}. \tag{10}
\]

For an error with enough derivatives, the leading truncation errors are \((hV_0)^2D'''/6\) and \((hV_0)^2D''''/12\). Both grow as \(h^2\).

Now let each energy difference be uncertain by at most \(\epsilon\). Inserting (10) in (1), the coefficients of \(D_\pm\) and \(D_0\) in \(\Delta B\) are

\[
\frac1{h^2V_0}\pm\frac{B_0'}{2hV_0}\quad\text{and}\quad-\frac2{h^2V_0}.
\]

The worst case occurs when every uncertainty has the sign of its coefficient. It equals \(\epsilon\) times the sum of the absolute coefficients. For \(0<B_0'h<2\) the first two are positive, the \(B_0'\) terms cancel in the sum, and

\[
|\delta(\Delta B)|\le\frac{4\epsilon}{h^2V_0}. \tag{11}
\]

For the model with \(l=0.4\) Å and \(\epsilon=0.01\) meV, the results are:

| \(h\) | \(\Delta B\) without noise (GPa) | Noise bound (GPa) |
|---|---:|---:|
| 0.02 | −0.3164 | 0.801 |
| 0.05 | −0.3187 | 0.128 |

At \(h=0.02\) the noise bound exceeds the shift itself, so even its sign is not secure. At \(h=0.05\) the bound is smaller than the shift, while truncation changes the result by only about 0.003 GPa from the first-order value. The volume is less sensitive: its worst-case uncertainty is \(\epsilon/(hB_0)\), which grows as \(1/h\) rather than \(1/h^2\) when the interval is narrowed.

## Remark: why a small energy error is not enough

Consider a ripple \(D=a\cos[2\pi(V-V_0)/p]\), with amplitude \(a\) and period \(p\). Its slope vanishes at \(V_0\). As long as \(V_0a(2\pi/p)^2<B_0\), the total curvature there is positive and \(V_0\) remains a local minimum, but for the modulus at \(V_0\) the curvature of the ripple gives

\[
\Delta B=-V_0a\left(\frac{2\pi}{p}\right)^2. \tag{12}
\]

For \(a=0.1\) meV and \(p=1\) Å\(^3\), \(V_0\) is still the lowest minimum of the model solid, and the shift is \(-12.65\) GPa. This amplitude is 120 times smaller than the 12 meV of the smooth pair error, yet the modulus shift is about 40 times larger in magnitude. The short period, squared in (12), outweighs the small amplitude.

The three-volume estimate can miss this ripple. At \(h=0.05\), the sampled volumes are 19, 20 and 21 Å\(^3\), one period apart. The ripple has the same value at all three, and (10) gives zero for both derivatives. With a spacing that is not a whole number of periods, the three values are not all equal, but a smooth parabola still passes through them, so they cannot show that there is a ripple. For this ripple, (10) gives nearly the right curvature only when the spacing is much shorter than the period. Equation (1) is exact for this ripple; it is the estimate (10) that fails. A transferability test that takes its derivatives from sampled volumes must therefore establish that \(D\) varies slowly on the scale of the sample spacing; small differences between the sampled values are not enough.
